# Why ample kinetic energy need not allow impact ionisation: a numerical check

```python
"""Impact ionisation by one carrier in a gapped Dirac band.

Result under test: with bands +-sqrt(D^2 + p^2), the three final carriers
always need more energy than the initial carrier has, by
    S(p) = sqrt(9 D^2 + p^2) - sqrt(D^2 + p^2) > 0.
D: half gap (eV); p = hbar v k: momentum in energy units (eV).
A honeycomb lattice (hopping t, site energies +D and -D) breaks the Lorentz
symmetry; its threshold should approach p^3 = 24 t D^2 for small D/t.
Energies are measured from midgap; lattice wave vectors are in 1/nm.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(4)
D = 0.10              # half gap, eV
t = 2.8               # nearest-neighbour hopping, eV
bond = 0.142          # bond length, nm
E1 = 0.60             # energy of the hot electron, eV
temperature = 300.0   # K
lifetime_fs = 50.0    # rough carrier lifetime
sound_speed = 2.0e4   # rough acoustic phonon speed, m/s
optical_phonon = 0.20  # rough optical phonon energy, eV
t2_size = 0.10        # rough second-neighbour hopping, eV
hbar_v = 1.5 * t * bond
speed = hbar_v * 1e-9 * const.e / const.hbar


def shortfall(cond, val, k1, centre1, pairs, shares=((0.3, 0.3),)):
    """Least (final - initial) energy over all momentum-conserving finals."""
    dim, q, best = len(k1), k1 - centre1, math.inf
    initial = cond(k1)
    for c3, c4 in pairs:
        def cost(u):
            k3, k4 = c3 + u[:dim], c4 + u[dim:]
            return cond(k3) + cond(k4) - val(k3 + k4 - k1) - initial
        for s3, s4 in shares:
            start = np.concatenate((s3 * q, s4 * q))
            start += 0.01 * np.linalg.norm(q) * rng.normal(size=2 * dim)
            res = minimize(cost, start, method="BFGS",
                           options={"gtol": 1e-6})
            best = min(best, res.fun)
    return best


# Dirac bands: direct minimisation against the closed formula
def dirac(p):
    return math.sqrt(D * D + float(np.dot(p, p)))


def dirac_val(p):
    return -dirac(p)


def dirac_formula(p):
    return math.sqrt(9 * D * D + p * p) - math.sqrt(D * D + p * p)


worst = 0.0
for dim in (2, 3):
    for size in (0.05, 0.3, 1.0, 2.0):
        direction = rng.normal(size=dim)
        vec = size * direction / np.linalg.norm(direction)
        zero = np.zeros(dim)
        found = shortfall(dirac, dirac_val, vec, zero, [(zero, zero)])
        worst = max(worst, abs(found - dirac_formula(size)))
        assert found > 0
assert worst < 1e-6
high = 200 * D
assert abs(dirac_formula(high) * math.hypot(D, high) / (4 * D * D) - 1) < 1e-3

# Parabolic bands with the same edge mass do have a threshold
zero2 = np.zeros(2)


def parabola(p):
    return D + float(np.dot(p, p)) / (2 * D)


def parabola_val(p):
    return -parabola(p)


p_par = brentq(lambda p: shortfall(parabola, parabola_val, np.array([p, 0.0]),
                                   zero2, [(zero2, zero2)]),
               0.1, 0.5, xtol=1e-8)
kin_par = parabola(np.array([p_par, 0.0])) - D
assert abs(kin_par - 3 * D) < 1e-5


# A hot carrier striking a carrier at rest: four carriers at the end
def least_four(p):
    total = np.array([p, 0.0])

    def cost(u):
        a, b, c = u[:2], u[2:4], u[4:]
        return dirac(a) + dirac(b) + dirac(c) + dirac(total - a - b - c)
    start = np.tile(0.2 * total, 3) + 0.01 * rng.normal(size=6)
    return minimize(cost, start, method="BFGS", options={"gtol": 1e-6}).fun


p_two = brentq(lambda p: least_four(p) - math.hypot(D, p) - D,
               0.3, 1.2, xtol=1e-8)
E_two = math.hypot(D, p_two)
assert abs(E_two - 7 * D) < 1e-5

# Emission of an acoustic phonon in the same event
p1 = math.sqrt(E1**2 - D**2)
ratio = sound_speed / speed
total1 = np.array([p1, 0.0])


def phonon_cost(u):
    a, b, phonon = u[:2], u[2:4], u[4:]
    valence = a + b + phonon - total1
    return (dirac(a) + dirac(b) - dirac_val(valence)
            + ratio * np.linalg.norm(phonon))


start = np.concatenate((0.05 * total1, 0.05 * total1, 0.8 * total1))
start += 0.005 * rng.normal(size=6)
E_acoustic = minimize(phonon_cost, start, method="BFGS",
                      options={"gtol": 1e-6}).fun
assert abs(E_acoustic - ratio * p1 - 3 * D * math.sqrt(1 - ratio**2)) < 1e-6
assert E_acoustic < E1 and 3 * D + optical_phonon < E1

# Honeycomb lattice
K = np.array([4 * math.pi / (3 * math.sqrt(3) * bond), 0.0])
VALLEYS = [(K, K), (K, -K)]
SHARES = ((0.25, 0.25), (0.25, 0.5))


def f_squared(k):
    cx = math.cos(math.sqrt(3) * bond * k[0] / 2)
    cy = math.cos(1.5 * bond * k[1])
    return max(0.0, 1 + 4 * cx * cy + 4 * cx * cx)


def lattice_bands(half_gap, t2=0.0):
    def cond(k):
        f2 = f_squared(k)
        return math.sqrt(half_gap**2 + t * t * f2) - t2 * f2

    def val(k):
        f2 = f_squared(k)
        return -math.sqrt(half_gap**2 + t * t * f2) - t2 * f2
    return cond, val


cond0, val0 = lattice_bands(D)
bonds = bond * np.array([[0, 1], [math.sqrt(3) / 2, -0.5],
                         [-math.sqrt(3) / 2, -0.5]])
for _ in range(5):
    k = rng.normal(size=2) * 10
    hop = -t * np.exp(1j * bonds @ k).sum()
    levels = np.linalg.eigvalsh(np.array([[D, hop], [np.conj(hop), -D]]))
    assert np.allclose(levels, [val0(k), cond0(k)], atol=1e-10)

# Warping coefficient, from the lattice energy on both sides of K
q = 0.02
warp = t * (math.sqrt(f_squared(K - [q, 0]))
            - math.sqrt(f_squared(K + [q, 0]))) / (2 * (hbar_v * q)**2)
assert abs(warp * 6 * t - 1) < 1e-3


def lattice_shortfall(k1, bands):
    return shortfall(bands[0], bands[1], k1, K, VALLEYS, SHARES)


def lattice_threshold(bands):
    """Threshold for an electron displaced from K towards Gamma."""
    q_th = brentq(lambda x: lattice_shortfall(K - [x, 0], bands),
                  0.8, 2.2, xtol=1e-6)
    return q_th, bands[0](K - [q_th, 0])


q_th, E_th = lattice_threshold((cond0, val0))


def k_at_energy(energy, angle, bands):
    unit = np.array([-math.cos(angle), math.sin(angle)])
    r = brentq(lambda x: bands[0](K + x * unit) - energy, 1e-6, 3.0)
    return K + r * unit


# All inequivalent directions, at the example energy and just below threshold
angles = np.radians(np.arange(0, 61, 10))
scan_E1 = [lattice_shortfall(k_at_energy(E1, a, (cond0, val0)),
                             (cond0, val0)) for a in angles]
scan_th = [lattice_shortfall(k_at_energy(0.98 * E_th, a, (cond0, val0)),
                             (cond0, val0)) for a in angles]
assert min(scan_E1) > 0 and min(scan_th) > 0
assert int(np.argmin(scan_E1)) == 0
assert lattice_shortfall(k_at_energy(1.02 * E_th, 0.0, (cond0, val0)),
                         (cond0, val0)) < 0

# Exhaustive search of final states over the whole Brillouin zone
N = 90
phase = 2 * np.pi * np.arange(N) / N
table = np.sqrt(D * D + t * t * np.abs(
    1 + np.exp(1j * phase)[:, None] + np.exp(1j * phase)[None, :])**2)
tiled = np.tile(table, (2, 2))
grid_result = []
for steps in (2, 3):
    i1, j1 = N // 3 - steps, (-N // 3 + steps) % N
    least = math.inf
    for i3 in range(N):
        for j3 in range(N):
            a, b = (i3 - i1) % N, (j3 - j1) % N
            trial = table[i3, j3] + (table + tiled[a:a + N, b:b + N]).min()
            least = min(least, trial)
    step_length = 4 * math.pi / (math.sqrt(3) * bond * N)
    k1 = K - [steps * step_length, 0]
    assert abs(cond0(k1) - table[i1, j1]) < 1e-10
    assert lattice_shortfall(k1, (cond0, val0)) <= least - table[i1, j1] + 1e-7
    grid_result.append((table[i1, j1], least - table[i1, j1]))
assert grid_result[0][1] > 0 > grid_result[1][1]
assert grid_result[0][0] < E_th < grid_result[1][0]


# Small-gap law: collinear final states, hole share s optimised
def collinear(q1, half_gap):
    cond, val = lattice_bands(half_gap)

    def cost(s):
        return (2 * cond(K - [(1 - s) * q1 / 2, 0]) - val(K + [s * q1, 0])
                - cond(K - [q1, 0]))
    res = minimize_scalar(cost, bounds=(0.05, 0.95), method="bounded",
                          options={"xatol": 1e-9})
    return res.fun, res.x


law = []
for half_gap in (0.1, 0.01, 0.001):
    p_law = (24 * t * half_gap**2)**(1 / 3)
    root = brentq(lambda x: collinear(x, half_gap)[0],
                  0.7 * p_law / hbar_v, 1.4 * p_law / hbar_v, xtol=1e-10)
    law.append((half_gap, p_law, hbar_v * root, collinear(root, half_gap)[1]))
assert abs(law[0][2] / hbar_v - q_th) < 1e-4
errors = [abs(x[2] / x[1] - 1) for x in law]
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01
assert abs(law[2][3] - 0.5) < 0.02

# Electron-hole asymmetry from second-neighbour hopping of either sign
asym = []
for t2 in (-t2_size, t2_size):
    bands = lattice_bands(D, t2)
    gap_left = lattice_shortfall(k_at_energy(E1, 0.0, bands), bands)
    asym.append((t2, gap_left, lattice_threshold(bands)[1]))
    assert gap_left > 0

# Thermal electrons; the density of states is checked by counting states
M = 1500
ph = 2 * np.pi * np.arange(M) / M
f2_grid = np.abs(1 + np.exp(1j * ph)[:, None] + np.exp(1j * ph)[None, :])**2
cell = 1.5 * math.sqrt(3) * bond**2
counted = 2 * np.mean(D * D + t * t * f2_grid < 0.3**2) / cell
dos_count = (0.3**2 - D**2) / (math.pi * hbar_v**2)
assert abs(counted / dos_count - 1) < 0.03
kT = const.k * temperature / const.e
density = quad(lambda E: 2 * E / (math.pi * hbar_v**2)
               / (math.exp(E / kT) + 1), D, D + 40 * kT)[0] * 1e14
broadening = const.hbar / (lifetime_fs * 1e-15) / const.e
wavelength = const.h * const.c / (2 * E1 * const.e) * 1e9

print("INPUTS")
print(f"gap {2*D:.2f} eV, half gap D {D:.2f} eV")
print(f"hopping t {t:.1f} eV, bond length {bond:.3f} nm")
print(f"hbar v {hbar_v:.4f} eV nm, speed v {speed:.3e} m/s")
print(f"photon {2*E1:.2f} eV, wavelength {wavelength:.0f} nm")
print("DIRAC MODEL, HOT ELECTRON")
print(f"energy from midgap {E1:.3f} eV, kinetic {E1-D:.3f} eV")
print(f"kinetic energy / gap {(E1-D)/(2*D):.2f}")
print(f"momentum p {p1:.4f} eV, wave vector {p1/hbar_v:.4f} 1/nm")
print(f"each final carrier at the minimum {math.hypot(D, p1/3):.4f} eV")
print(f"least final energy {math.sqrt(9*D*D+p1*p1):.4f} eV")
print(f"missing energy {1e3*dirac_formula(p1):.2f} meV")
for energy in (0.3, 1.2, 2.4):
    miss = dirac_formula(math.sqrt(energy**2 - D**2))
    print(f"missing energy at E = {energy:.1f} eV: {1e3*miss:.2f} meV")
print(f"largest error of formula against search {worst:.1e} eV")
print("COMPARISONS")
print(f"parabolic threshold, kinetic {kin_par:.4f} eV")
print(f"parabolic threshold, momentum p {p_par:.4f} eV")
print(f"threshold with a second carrier at rest {E_two:.4f} eV")
print("LATTICE")
print(f"warping coefficient c {warp:.5f} 1/eV")
print(f"warping shift c p^2 of the hot electron {1e3*warp*p1**2:.2f} meV")
print(f"missing energy at {E1:.1f} eV, towards Gamma {1e3*scan_E1[0]:.2f} meV")
print(f"missing energy at {E1:.1f} eV, towards M {1e3*scan_E1[-1]:.2f} meV")
print(f"direct threshold, energy from midgap {E_th:.4f} eV")
print(f"direct threshold, kinetic {E_th-D:.4f} eV")
for energy, diff in grid_result:
    print(f"zone search at {energy:.4f} eV: final - initial {1e3*diff:.2f} meV")
for half_gap, p_law, p_num, share in law:
    print(f"D {half_gap:.3f} eV: p_th law {p_law:.5f}, lattice {p_num:.5f} eV,"
          f" hole share {share:.3f}")
print("NEGLECTED EFFECTS")
for t2, gap_left, threshold in asym:
    print(f"second-neighbour hopping {t2:+.2f} eV: missing "
          f"{1e3*gap_left:.2f} meV, threshold {threshold:.4f} eV")
print(f"lifetime {lifetime_fs:.0f} fs, broadening {1e3*broadening:.2f} meV")
print(f"phonon speed {sound_speed:.1e} m/s, ratio to v {ratio:.4f}")
print(f"least final energy with acoustic phonon {E_acoustic:.4f} eV")
print(f"optical phonon {optical_phonon:.2f} eV, least final energy "
      f"{3*D+optical_phonon:.2f} eV")
print(f"temperature {temperature:.0f} K, kT {1e3*kT:.2f} meV")
print(f"thermal electron density {density:.2e} 1/cm2")
print("done: every assertion held")
```

Running it gives:

```
INPUTS
gap 0.20 eV, half gap D 0.10 eV
hopping t 2.8 eV, bond length 0.142 nm
hbar v 0.5964 eV nm, speed v 9.061e+05 m/s
photon 1.20 eV, wavelength 1033 nm
DIRAC MODEL, HOT ELECTRON
energy from midgap 0.600 eV, kinetic 0.500 eV
kinetic energy / gap 2.50
momentum p 0.5916 eV, wave vector 0.9920 1/nm
each final carrier at the minimum 0.2211 eV
least final energy 0.6633 eV
missing energy 63.32 meV
missing energy at E = 0.3 eV: 112.31 meV
missing energy at E = 1.2 eV: 32.88 meV
missing energy at E = 2.4 eV: 16.61 meV
largest error of formula against search 2.4e-12 eV
COMPARISONS
parabolic threshold, kinetic 0.3000 eV
parabolic threshold, momentum p 0.2449 eV
threshold with a second carrier at rest 0.7000 eV
LATTICE
warping coefficient c 0.05952 1/eV
warping shift c p^2 of the hot electron 20.83 meV
missing energy at 0.6 eV, towards Gamma 48.19 meV
missing energy at 0.6 eV, towards M 81.76 meV
direct threshold, energy from midgap 0.9328 eV
direct threshold, kinetic 0.8328 eV
zone search at 0.7093 eV: final - initial 76.02 meV
zone search at 1.0742 eV: final - initial -9.30 meV
D 0.100 eV: p_th law 0.87590, lattice 0.88576 eV, hole share 0.549
D 0.010 eV: p_th law 0.18871, lattice 0.18912 eV, hole share 0.510
D 0.001 eV: p_th law 0.04066, lattice 0.04067 eV, hole share 0.502
NEGLECTED EFFECTS
second-neighbour hopping -0.10 eV: missing 44.59 meV, threshold 0.8709 eV
second-neighbour hopping +0.10 eV: missing 51.36 meV, threshold 0.9755 eV
lifetime 50 fs, broadening 13.16 meV
phonon speed 2.0e+04 m/s, ratio to v 0.0221
least final energy with acoustic phonon 0.3130 eV
optical phonon 0.20 eV, least final energy 0.50 eV
temperature 300 K, kT 25.85 meV
thermal electron density 1.21e+10 1/cm2
done: every assertion held
```
